# The Coulson-Rushbrooke theorem for alternant hydrocarbons in Hückel theory: a numerical check

```python
# Coulson-Rushbrooke theorem in Hueckel theory.
# Orbital energy = alpha + beta*x, beta < 0; x are eigenvalues of the real
# symmetric matrix A (couplings in units of beta). Large x = low energy.
# An alternant system has two atom sets with no coupling inside a set.
# Under test, for N electrons on N atoms with one electron per x=0 orbital:
#   levels occur as x and -x; the density matrix P has unit diagonal;
#   P vanishes between distinct atoms of one set.
# B is the starred-by-unstarred block of A. Populations are in electrons.
import numpy as np
import sympy as sp
from scipy.linalg import eigh


def matrix(size, bonds):
    a = np.zeros((size, size))
    for r, s in bonds:
        a[r - 1, s - 1] = a[s - 1, r - 1] = 1.0
    return a


def two_sets(a):
    """Colour a connected graph with +1/-1; None if an odd ring forbids it."""
    colour = np.zeros(len(a), dtype=int)
    colour[0] = 1
    queue = [0]
    while queue:
        r = queue.pop()
        for s in np.flatnonzero(a[r]):
            if colour[s] == 0:
                colour[s] = -colour[r]
                queue.append(s)
            elif colour[s] == colour[r]:
                return None
    return colour


def filling(x, electrons):
    """Ground filling from the largest x; degenerate levels share equally."""
    n = np.zeros(len(x))
    left, i = float(electrons), 0
    while i < len(x) and left > 0:
        j = i
        while j < len(x) and abs(x[j] - x[i]) < 1e-9:
            j += 1
        put = min(left, 2.0 * (j - i))
        n[i:j] = put / (j - i)
        left -= put
        i = j
    return n


def solve(a, electrons=None):
    x, c = np.linalg.eigh(a)
    x, c = x[::-1], c[:, ::-1]
    n = filling(x, len(a) if electrons is None else electrons)
    return x, c, n, (c * n) @ c.T


def energy(a):
    x = np.linalg.eigvalsh(a)[::-1]
    return float(filling(x, len(a)) @ x)


def text(values):
    return " ".join(f"{round(float(v), 4) + 0.0:.4f}" for v in values)


def same_set_error(p, colour):
    same = np.equal.outer(colour, colour)
    return np.max(np.abs((p - np.eye(len(p)))[same]))


# Benzyl radical: ring atoms 1-6, CH2 carbon 7 attached to atom 1
benzyl = matrix(7, [(1, 2), (2, 3), (3, 4), (4, 5), (5, 6), (6, 1), (1, 7)])
colour = two_sets(benzyl)
colour = colour * colour[6]
star, plain = np.flatnonzero(colour == 1), np.flatnonzero(colour == -1)
x, c, n, p = solve(benzyl)
for k in range(7):
    if c[6, k] < 0:
        c[:, k] *= -1
assert np.allclose(x, -x[::-1], atol=1e-12)
assert np.min(-np.diff(x)) > 0.1  # all levels simple, partners unique
for k in range(7):
    assert abs(abs((colour * c[:, k]) @ c[:, 6 - k]) - 1) < 1e-10
symbol = sp.symbols("x")
coefficients = sp.Matrix(benzyl.astype(int).tolist()).charpoly(symbol).all_coeffs()
assert all(v == 0 for v in coefficients[1::2])
assert same_set_error(p, colour) < 1e-12
assert np.allclose(n, [2, 2, 2, 1, 0, 0, 0])
zero = c[:, 3]
assert np.max(np.abs(zero[plain])) < 1e-12

# Bond orders and energy from B alone
b = benzyl[np.ix_(star, plain)]
w, v = np.linalg.eigh(b.T @ b)
assert w.min() > 0.1
predicted = np.eye(7)
between = b @ (v / np.sqrt(w)) @ v.T
predicted[np.ix_(star, plain)] = between
predicted[np.ix_(plain, star)] = between.T
energy_from_b = 2 * np.sum(np.sqrt(w))
assert np.allclose(p, predicted, atol=1e-11)
assert abs(energy(benzyl) - energy_from_b) < 1e-11

# Density matrix from energy derivatives, with no eigenvectors
step = 1e-4
derived = np.zeros((7, 7))
for r in range(7):
    for s in range(r, 7):
        change = np.zeros((7, 7))
        change[r, s] = change[s, r] = step
        slope = (energy(benzyl + change) - energy(benzyl - change)) / (2 * step)
        derived[r, s] = derived[s, r] = slope if r == s else slope / 2
derivative_error = np.max(np.abs(derived - predicted))
assert derivative_error < 1e-6  # truncation is of order step squared

cation = 1 - np.diag(solve(benzyl, 6)[3])
anion = 1 - np.diag(solve(benzyl, 8)[3])
assert np.allclose(cation, zero**2, atol=1e-11)
assert np.allclose(anion, -zero**2, atol=1e-11)

# Random couplings, five starred and three unstarred atoms
rng = np.random.default_rng(4)
block = rng.normal(size=(5, 3))
random_a = np.block([[np.zeros((5, 5)), block], [block.T, np.zeros((3, 3))]])
random_colour = np.array([1] * 5 + [-1] * 3)
xr, cr, nr, pr = solve(random_a)
zeros = np.abs(xr) < 1e-9
assert zeros.sum() == 8 - 2 * np.linalg.matrix_rank(block) == 2
assert np.allclose(nr[zeros], 1)
assert np.allclose(xr, -xr[::-1], atol=1e-11)
random_error = same_set_error(pr, random_colour)
assert random_error < 1e-11

# Butadiene: excitations and broken assumptions
buta = matrix(4, [(1, 2), (2, 3), (3, 4)])
colour4 = two_sets(buta)
xb, cb, nb, pb = solve(buta)
assert same_set_error(pb, colour4) < 1e-12
p_pair = (cb * np.array([2, 1, 1, 0])) @ cb.T
p_other = (cb * np.array([2, 1, 0, 1])) @ cb.T
assert same_set_error(p_pair, colour4) < 1e-12
assert np.max(np.abs(np.diag(p_other) - 1)) > 0.1
site = buta.copy()
site[0, 0] = 0.5
xs, _, _, ps = solve(site)
inside = buta.copy()
inside[0, 2] = inside[2, 0] = 0.3
xi, _, _, pi = solve(inside)
for levels, density in [(xs, ps), (xi, pi)]:
    assert np.max(np.abs(levels + levels[::-1])) > 0.01
    assert np.max(np.abs(np.diag(density) - 1)) > 0.01
overlap = 0.25
xo = eigh(buta, np.eye(4) + overlap * buta, eigvals_only=True)[::-1]
assert np.allclose(xo, xb / (1 + overlap * xb), atol=1e-11)
assert np.max(np.abs(xo + xo[::-1])) > 0.1

# Cyclobutadiene: two choices of a doubly filled zero orbital
square = matrix(4, [(1, 2), (2, 3), (3, 4), (4, 1)])
xq, cq, nq, pq = solve(square)
square_colour = two_sets(square)
assert np.allclose(nq, [2, 1, 1, 0])
assert same_set_error(pq, square_colour) < 1e-12
local = np.array([1, 0, -1, 0]) / np.sqrt(2)
spread = np.array([1, 1, -1, -1]) / 2
assert np.allclose(square @ local, 0) and np.allclose(square @ spread, 0)
core = 2 * np.outer(cq[:, 0], cq[:, 0])
p_local = core + 2 * np.outer(local, local)
p_spread = core + 2 * np.outer(spread, spread)
assert same_set_error(p_local, square_colour) > 0.1
assert same_set_error(p_spread, square_colour) < 1e-12

# Fulvene: a five-membered ring, exocyclic carbon 6 attached to atom 1
fulvene = matrix(6, [(1, 2), (2, 3), (3, 4), (4, 5), (5, 1), (1, 6)])
assert two_sets(fulvene) is None
xf, cf, nf, pf = solve(fulvene)
assert np.max(np.abs(xf + xf[::-1])) > 0.1
assert np.max(np.abs(np.diag(pf) - 1)) > 0.1

print("BENZYL; x = (energy - alpha)/beta, dimensionless")
print("starred atoms:", *(star + 1), "; unstarred:", *(plain + 1))
print("char. polynomial coefficients, x^7 to x^0:", *coefficients)
print("levels x:", text(x))
print("occupations (electrons):", text(n))
print("lowest orbital, atoms 1-7:", text(c[:, 0]))
print("its partner, atoms 1-7:", text(c[:, 6]))
print("zero orbital, atoms 1-7:", text(zero))
print("squares of zero orbital:", text(zero**2))
print("atom 7, squares in 3 bonding orbitals:", text(c[6, :3]**2))
print("atom 7, sum of these squares:", text([np.sum(c[6, :3]**2)]))
print("populations, atoms 1-7 (electrons):", text(np.diag(p)))
for r, s in [(1, 7), (1, 2), (2, 3), (3, 4), (1, 4), (3, 7),
             (2, 4), (2, 6), (2, 7), (4, 7), (1, 3), (3, 5)]:
    kind = "same set" if colour[r - 1] == colour[s - 1] else "between sets"
    print(f"bond order {r}-{s}, {kind}:", text([p[r - 1, s - 1]]))
print("pi energy minus 7 alpha (beta):", text([energy(benzyl)]))
print("same from B alone (beta):", text([energy_from_b]))
print(f"largest error, energy-derivative test: {derivative_error:.1e}")
print("cation charges, atoms 1-7 (e):", text(cation))
print("anion charges, atoms 1-7 (e):", text(anion))
print("RANDOM 5+3 ATOMS; zero levels:", int(zeros.sum()))
print("levels x:", text(xr))
print(f"largest same-set deviation of P from unity matrix: {random_error:.1e}")
print("BUTADIENE; levels x:", text(xb))
print("ground bond orders 1-2, 2-3, 1-3, 1-4:",
      text([pb[0, 1], pb[1, 2], pb[0, 2], pb[0, 3]]))
print("populations, level 2 to 3 excitation:", text(np.diag(p_pair)))
print("populations, level 2 to 4 excitation:", text(np.diag(p_other)))
print("site term on atom 1 (beta):", text([site[0, 0]]))
print("  levels x:", text(xs))
print("  populations (electrons):", text(np.diag(ps)))
print("coupling 1-3 (beta):", text([inside[0, 2]]))
print("  levels x:", text(xi))
print("  populations (electrons):", text(np.diag(pi)))
print("neighbour overlap s (dimensionless):", text([overlap]))
print("  levels (energy-alpha)/(beta-s*alpha):", text(xo))
print("CYCLOBUTADIENE; levels x:", text(xq))
print("populations, one electron per zero orbital:", text(np.diag(pq)))
print("populations, pair in (1,0,-1,0)/sqrt2:", text(np.diag(p_local)))
print("  bond order 1-3:", text([p_local[0, 2]]))
print("populations, pair in (1,1,-1,-1)/2:", text(np.diag(p_spread)))
print("  bond order 1-3:", text([p_spread[0, 2]]))
print("FULVENE; levels x:", text(xf))
print("populations, atoms 1-6 (electrons):", text(np.diag(pf)))
print("tests ok")
```

Printed output:

```
BENZYL; x = (energy - alpha)/beta, dimensionless
starred atoms: 2 4 6 7 ; unstarred: 1 3 5
char. polynomial coefficients, x^7 to x^0: 1 0 -7 0 13 0 -7 0
levels x: 2.1010 1.2593 1.0000 0.0000 -1.0000 -1.2593 -2.1010
occupations (electrons): 2.0000 2.0000 2.0000 1.0000 0.0000 0.0000 0.0000
lowest orbital, atoms 1-7: 0.5000 0.4063 0.3536 0.3366 0.3536 0.4063 0.2380
its partner, atoms 1-7: -0.5000 0.4063 -0.3536 0.3366 -0.3536 0.4063 0.2380
zero orbital, atoms 1-7: 0.0000 -0.3780 0.0000 0.3780 0.0000 -0.3780 0.7559
squares of zero orbital: 0.0000 0.1429 0.0000 0.1429 0.0000 0.1429 0.5714
atom 7, squares in 3 bonding orbitals: 0.0566 0.1577 0.0000
atom 7, sum of these squares: 0.2143
populations, atoms 1-7 (electrons): 1.0000 1.0000 1.0000 1.0000 1.0000 1.0000 1.0000
bond order 1-7, between sets: 0.6350
bond order 1-2, between sets: 0.5226
bond order 2-3, between sets: 0.7050
bond order 3-4, between sets: 0.6350
bond order 1-4, between sets: -0.2250
bond order 3-7, between sets: -0.1125
bond order 2-4, same set: 0.0000
bond order 2-6, same set: 0.0000
bond order 2-7, same set: 0.0000
bond order 4-7, same set: 0.0000
bond order 1-3, same set: 0.0000
bond order 3-5, same set: 0.0000
pi energy minus 7 alpha (beta): 8.7206
same from B alone (beta): 8.7206
largest error, energy-derivative test: 7.6e-10
cation charges, atoms 1-7 (e): 0.0000 0.1429 0.0000 0.1429 0.0000 0.1429 0.5714
anion charges, atoms 1-7 (e): 0.0000 -0.1429 0.0000 -0.1429 0.0000 -0.1429 -0.5714
RANDOM 5+3 ATOMS; zero levels: 2
levels x: 3.1912 1.8245 1.0117 0.0000 0.0000 -1.0117 -1.8245 -3.1912
largest same-set deviation of P from unity matrix: 1.6e-15
BUTADIENE; levels x: 1.6180 0.6180 -0.6180 -1.6180
ground bond orders 1-2, 2-3, 1-3, 1-4: 0.8944 0.4472 0.0000 -0.4472
populations, level 2 to 3 excitation: 1.0000 1.0000 1.0000 1.0000
populations, level 2 to 4 excitation: 0.7764 1.2236 1.2236 0.7764
site term on atom 1 (beta): 0.5000
  levels x: 1.7119 0.8124 -0.4596 -1.5647
  populations (electrons): 1.2984 0.8092 1.0207 0.8717
coupling 1-3 (beta): 0.3000
  levels x: 1.7631 0.4969 -0.7621 -1.4979
  populations (electrons): 0.9227 0.9461 0.9484 1.1827
neighbour overlap s (dimensionless): 0.2500
  levels (energy-alpha)/(beta-s*alpha): 1.1520 0.5353 -0.7310 -2.7171
CYCLOBUTADIENE; levels x: 2.0000 0.0000 0.0000 -2.0000
populations, one electron per zero orbital: 1.0000 1.0000 1.0000 1.0000
populations, pair in (1,0,-1,0)/sqrt2: 1.5000 0.5000 1.5000 0.5000
  bond order 1-3: -0.5000
populations, pair in (1,1,-1,-1)/2: 1.0000 1.0000 1.0000 1.0000
  bond order 1-3: 0.0000
FULVENE; levels x: 2.1149 1.0000 0.6180 -0.2541 -1.6180 -1.8608
populations, atoms 1-6 (electrons): 1.0470 1.0923 1.0730 1.0730 1.0923 0.6223
tests ok
```
